# Polarization instability and modes of a chain of point dipoles

## Problem

Identical atoms are held fixed on a straight line, at $z=nd$ with $n$ running over all integers. Each atom is modelled as an undamped, isotropic harmonic point dipole $\mathbf p_n$ with static polarizability $\alpha$ and bare frequency $\omega_0$. Gaussian units are used, so $\alpha$ is a volume. The dipoles interact through the instantaneous dipole field.

1. Below which spacing is the unpolarized chain unstable, and which pattern of dipoles grows first?
2. What are the frequencies of the normal modes as functions of the wavenumber $k$?
3. How do a finite chain, the static response and the dispersion energy behave near the instability?

For numbers, take the round model parameters $\alpha=10$ Å$^3$ and $\hbar\omega_0=5$ eV.

## First estimate by scaling

Polarizing an atom costs the energy $p^2/(2\alpha)$. Two dipoles a distance $d$ apart can gain an energy of order $p^2/d^3$. Both scale as $p^2$, so the amplitude drops out of their comparison, and the balance must have the form $d^3=C\alpha$ with a pure number $C$.

To estimate $C$, keep nearest neighbours only. The most favourable arrangement of a pair is head to tail along the axis, with energy $-2p^2/d^3$. The chain has one nearest-neighbour bond per atom, so the energy per atom is

$$\frac{p^2}{2\alpha}-\frac{2p^2}{d^3}.$$

It changes sign at $d^3=4\alpha$, which gives $d=(40)^{1/3}\approx3.42$ Å. More distant dipoles in this parallel pattern also attract one another, so the estimate should be somewhat too small.

## Exact solution

### Energy and equation of motion

The interaction of two point dipoles follows from the Coulomb energy of two charges by one derivative at each end:

$$(\mathbf p_i\cdot\nabla_i)(\mathbf p_j\cdot\nabla_j)\frac1{|\mathbf r_i-\mathbf r_j|}=\mathbf p_i\cdot T\,\mathbf p_j,\qquad T_{ab}=-\partial_a\partial_b\frac1r .$$

The minus sign arises because $\nabla_j=-\nabla_i$ when acting on a function of $\mathbf r=\mathbf r_i-\mathbf r_j$. Since $\partial_b(1/r)=-r_b/r^3$, a second derivative gives

$$T_{ab}=\frac{\delta_{ab}}{r^3}-\frac{3r_ar_b}{r^5}.$$

For $\mathbf r$ along $z$ this is $\mathrm{diag}(1,1,-2)/r^3$, so the three Cartesian components decouple. The potential energy is

$$V=\sum_i\frac{p_i^2}{2\alpha}+\frac12\sum_{i\ne j}\mathbf p_i\cdot T_{ij}\,\mathbf p_j ,$$

where the factor $\tfrac12$ corrects for counting each pair twice. The kinetic energy is $\sum_i\dot p_i^2/(2\alpha\omega_0^2)$, which gives an isolated dipole the frequency $\omega_0$.

Let $u_n$ be one Cartesian component of $\mathbf p_n$, let $c=-2$ for the component along the axis and $c=+1$ for those across it, and define $a=\alpha/d^3$. Lagrange's equation, multiplied by $\alpha\omega_0^2$, reads

$$\ddot u_n=-\omega_0^2\Big[u_n+c\,a\sum_{m\neq0}\frac{u_{n+m}}{|m|^3}\Big].$$

### Mode dispersion

Insert $u_n=A\,e^{i(n\theta-\omega t)}$ with $\theta=kd$. The left side becomes $-\omega^2u_n$, and each $u_{n+m}$ equals $e^{im\theta}u_n$. The terms $m$ and $-m$ combine to $2\cos(m\theta)/m^3$, so

$$\omega^2=\omega_0^2\,[1+2c\,a\,S(\theta)],\qquad S(\theta)=\sum_{m=1}^\infty\frac{\cos m\theta}{m^3}.$$

The polylogarithm is $\mathrm{Li}_s(x)=\sum_{m\ge1}x^m/m^s$. For $s=3$ the series converges on the whole unit circle, hence

$$S(\theta)=\tfrac12\big[\mathrm{Li}_3(e^{i\theta})+\mathrm{Li}_3(e^{-i\theta})\big]=\mathrm{Re}\,\mathrm{Li}_3(e^{i\theta}).$$

The longitudinal branch and the twofold transverse branch are therefore

$$\boxed{\;\omega_L^2=\omega_0^2\Big[1-\frac{4\alpha}{d^3}S(\theta)\Big],\qquad \omega_T^2=\omega_0^2\Big[1+\frac{2\alpha}{d^3}S(\theta)\Big]\;}$$

### Threshold

The chain is unstable when some $\omega^2$ is negative, because the amplitude then grows exponentially. The longitudinal branch is lowest where $S$ is largest. Since $\cos m\theta\le1$, that is at $\theta=0$, where $S(0)=\sum_m m^{-3}=\zeta(3)\approx1.2021$. The lowest value $\omega_0^2[1-4\zeta(3)a]$ vanishes at

$$\boxed{\;d^3=4\zeta(3)\,\alpha\;}$$

The transverse branch is lowest where $S$ is smallest. To find that point, differentiate: $S'(\theta)=-C(\theta)$ with $C(\theta)=\sum_m\sin(m\theta)/m^2$. For $0<\theta<2\pi$,

$$C'(\theta)=\sum_{m=1}^\infty\frac{\cos m\theta}{m}=-\ln|1-e^{i\theta}|=-\ln\!\big(2\sin\tfrac\theta2\big).$$

On $(0,\pi)$ this is positive up to $\theta=\pi/3$ and negative beyond. As $C(0)=C(\pi)=0$, $C$ is positive in between, and $S$ falls steadily from $\theta=0$ to $\theta=\pi$. At the end point, write the alternating sum as twice the even terms minus all terms:

$$S(\pi)=\sum_{m=1}^\infty\frac{(-1)^m}{m^3}=\frac{2}{8}\zeta(3)-\zeta(3)=-\tfrac34\zeta(3).$$

Thus $\omega_T^2$ first vanishes at $d^3=\tfrac32\zeta(3)\alpha$, a smaller spacing. When the chain is compressed, the uniform pattern with all dipoles parallel to the axis softens first. With $\alpha=10$ Å$^3$ the two spacings are

$$d_L=(48.08)^{1/3}=3.636\ \text{Å}\;(6.872\text{ bohr}),\qquad d_T=(18.03)^{1/3}=2.622\ \text{Å}.$$

### A stable chain

At $d=4$ Å, $a=10/64=0.15625$ and $4\zeta(3)a=0.7513$. The uniform longitudinal mode has $\hbar\omega_L=5\sqrt{0.2487}=2.49$ eV, half the bare value. The branches are:

| $\theta/\pi$ | $\hbar\omega_L$ (eV) | $\hbar\omega_T$ (eV) |
|---|---|---|
| 0 | 2.494 | 5.864 |
| 0.5 | 5.173 | 4.911 |
| 1 | 6.252 | 4.238 |

A uniform static field $E$ along the axis shows the same softening. Each dipole feels $E$ plus the field $4\zeta(3)p/d^3$ of all the others, so $p=\alpha[E+4\zeta(3)p/d^3]$ and

$$\alpha_{\rm eff}=\frac pE=\frac{\alpha}{1-4\zeta(3)\alpha/d^3}=\frac{10}{0.2487}=40.2\ \text{Å}^3 .$$

This response diverges at the threshold.

Retardation enters through $\omega d/c_0$, with $c_0$ the speed of light, and here $\omega_0d/c_0=0.010$ is small. Waves with $|\theta|<\omega d/c_0$ lie inside the light cone and can radiate, which the instantaneous model omits. The shift in frequency can nevertheless be small: with the retarded axial field $2p\,(1-iqr)e^{iqr}/r^3$, $q=\omega/c_0$, the longitudinal entry at $\theta=0$ moves by only about $2\times10^{-4}$ eV. The threshold condition itself concerns a mode of zero frequency, for which the static interaction is the appropriate one.

### Finite chains

For $N$ atoms the longitudinal modes follow from the matrix $M_{ij}=2/|i-j|^3$ with zero diagonal. If $\lambda_N$ is its largest eigenvalue, instability sets in at $d^3=\lambda_N\alpha$. The transverse coupling matrix is $-M/2$ in the same convention. Since the entries of $M$ are not negative, no eigenvalue of $M$ exceeds $\lambda_N$ in magnitude, and the transverse threshold is at smaller $d$.

A vector on $N$ sites, extended by zeros, is a superposition of Bloch waves, for which $M$ takes the values $4S(\theta)\le4\zeta(3)$. Equality holds at $\theta=0$ alone, a single point of zero weight, so $\lambda_N<4\zeta(3)$. A uniform trial vector gives a lower bound. There are $2(N-n)$ ordered pairs at separation $n$, hence

$$\lambda_N\ge\frac1N\sum_{n=1}^{N-1}2(N-n)\frac{2}{n^3}=4\sum_{n=1}^{N-1}\Big(1-\frac nN\Big)\frac1{n^3}\;\longrightarrow\;4\zeta(3).$$

Every finite chain is thus stable at the infinite-chain threshold, but at any smaller spacing a sufficiently long chain is unstable. Numerical diagonalization gives critical spacings of 2.714, 3.538 and 3.634 Å for 2, 10 and 100 atoms.

### Long waves and growth

From the derivative above, $S''(\theta)=\ln(2\sin\frac\theta2)=\ln\theta+O(\theta^2)$ for small positive $\theta$. Integrate twice with $S'(0)=0$ and $S(0)=\zeta(3)$:

$$S'=\theta\ln\theta-\theta+O(\theta^3),\qquad S=\zeta(3)-\frac{\theta^2}{2}\Big(\frac32-\ln\theta\Big)+O(\theta^4).$$

At the threshold $4a=1/\zeta(3)$, so the constant terms cancel in $\omega_L^2$ and

$$\frac{\omega_L}{\omega_0\theta}\simeq\sqrt{\frac{3/2-\ln\theta}{2\zeta(3)}} .$$

The ratio is 1.26, 1.59 and 1.87 at $\theta=0.1$, 0.01 and 0.001. In the instantaneous model it grows without bound as $\theta\to0$, but only as the square root of $\ln(1/\theta)$. For the present parameters, retardation lowers the values at $\theta=0.01$ and 0.001 by about one part in $10^4$.

Below the threshold, waves with $4aS(\theta)>1$ grow. At $d=3.5$ Å, $a=0.2332$, and solving $4aS(\theta_c)=1$ numerically gives $\theta_c=0.313$. The unstable waves are those longer than $2\pi/0.313\approx20$ spacings. The uniform mode grows fastest, at the rate

$$\Gamma=\omega_0\sqrt{4\zeta(3)a-1}=\omega_0\sqrt{0.1215}=0.3485\,\omega_0,$$

so that $1/\Gamma=0.38$ fs.

### Dispersion energy

In the stable chain, the interaction energy per atom is the change in zero-point energy:

$$E=\frac\hbar2\int_0^\pi\frac{d\theta}{\pi}\,(\omega_L+2\omega_T-3\omega_0).$$

For small $a$ use $\sqrt{1+x}=1+x/2-x^2/8+\dots$ The linear terms cancel, since $-2aS+2(aS)=0$. The quadratic terms sum to $-\tfrac18(16+2\cdot4)a^2S^2=-3a^2S^2$. Different cosines are orthogonal and each $\cos^2$ averages to $\tfrac12$, so the mean of $S^2$ is $\tfrac12\sum_m m^{-6}=\zeta(6)/2$. Therefore

$$E_2=\frac{\hbar\omega_0}{2}\Big(-\frac{3a^2\zeta(6)}{2}\Big)=-\tfrac34\,\zeta(6)\,\hbar\omega_0\,\frac{\alpha^2}{d^6}.$$

This is the sum of the London pair energies $-\tfrac34\hbar\omega_0\alpha^2/r^6$, with one pair per atom at each separation $r=md$.

At $d=4$ Å the pair sum is $-0.75\times1.0173\times5000\times(0.15625)^2=-93.1$ meV. The full integral, evaluated by Gauss–Legendre quadrature, is $-106.9$ meV, larger in magnitude by 15% of the pair sum. At the threshold the values are $-165.0$ and $-233.7$ meV, and the excess is 42%. The energy stays finite there because the integrand is bounded, even though the static response diverges. Below the threshold some $\omega_L$ are imaginary and the harmonic model has no ground state.

## Comparison

Scaling gives the correct law $d^3=C\alpha$, and the nearest-neighbour estimate gives the correct pattern. Its $C=4$ is replaced by $4\zeta(3)=4.808$. The factor $\zeta(3)=1+\tfrac18+\tfrac1{27}+\dots$ collects the more distant neighbours, and the spacing rises by the factor $\zeta(3)^{1/3}=1.063$, from 3.42 to 3.64 Å. Between these values the estimate fails qualitatively: at $d=3.5$ Å it has $4a=0.933<1$ and predicts a stable chain, whereas the full chain is unstable.

The long waves also differ. With nearest neighbours alone, $S$ becomes $\cos\theta$, and at that model's own threshold $\omega_L^2=\omega_0^2(1-\cos\theta)\simeq\omega_0^2\theta^2/2$. The ratio $\omega_L/(\omega_0\theta)$ then tends to the constant $0.707$. The logarithm found above comes from the $1/m^3$ tail of the interaction.

The threshold is a property of linear point dipoles and need not be reached by real objects. A conducting sphere of radius $R$ has $\alpha=R^3$, so the formula puts the instability at $d=(4.808)^{1/3}R=1.69R$. The spheres would already touch at $2R$, where the point-dipole description has lost its justification: with all multipoles kept, the axial polarizability per sphere keeps rising toward contact and is $9.0R^3$ at $d=2.0001R$, against $2.5R^3$ from the dipole formula. For $\alpha=10$ Å$^3$ this contact distance is $2\alpha^{1/3}=4.3$ Å, so the numbers given above for $d=4$, 3.64 and 3.5 Å illustrate the model and are not predictions for a real chain. For atoms, overlap of the charge clouds changes the interaction at short distance. In Hartree–Fock with the aug-cc-pVDZ basis, Mg has $\alpha=12.0$ Å$^3$, and the axial polarizability per atom of Mg$_2$ is 17.9 Å$^3$ at 4 Å and 22 Å$^3$ at 3 Å, whereas the point-dipole pair formula $\alpha/(1-2\alpha/d^3)$ gives 19.2 and 109 Å$^3$. A nonlinear restoring force plays a different part: a term $\beta p^4/4$ per atom with $\beta>0$ leaves the classical threshold unchanged and stops the growth at a uniform polarization $p^2=[4\zeta(3)a-1]/(\alpha\beta)$. A vanishing $\omega_L$ therefore points to a spontaneously polarized chain only if the point-dipole interaction is still accurate at that spacing, which has to be checked separately.

Numbers in the example were calculated in double precision.
